# Closed Form of the Occupied–Virtual Orbital Rotation from the SVD: a numerical check

```python
"""
Result under test: for kappa = [[0, -X^H], [X, 0]] with the thin SVD
X = U diag(sigma) V^H,
  exp(kappa) = [[1 + V (cos-1) V^H, -V sin U^H],
                [U sin V^H,          1 + U (cos-1) U^H]].
X is the virtual-by-occupied block of an orbital rotation.  The principal
angles between old and new occupied spaces are arccos|cos(sigma)|.
The water example finds X between two sets of occupied orbitals and follows
the closed-shell Hartree-Fock energy along exp(t*kappa), 0 <= t <= 1.
P denotes the projector on the occupied spatial orbitals (half the density).
"""
import numpy as np
from scipy.linalg import expm, eigh, sqrtm, subspace_angles
from scipy.constants import physical_constants, angstrom
from pyscf import gto, scf


def generator(X):
    nv, no = X.shape
    return np.block([[np.zeros((no, no)), -X.conj().T],
                     [X, np.zeros((nv, nv))]])


def closed_exponential(X):
    nv, no = X.shape
    U, sigma, Vh = np.linalg.svd(X, full_matrices=False)
    V = Vh.conj().T
    occ = np.eye(no) + (V * (np.cos(sigma) - 1)) @ Vh
    vir = np.eye(nv) + (U * (np.cos(sigma) - 1)) @ U.conj().T
    mix = (U * np.sin(sigma)) @ Vh
    return np.block([[occ, -mix.conj().T], [mix, vir]])


# General complex blocks: tall, wide, square, and rank deficient
rng = np.random.default_rng(7)
largest_error = 0.0
for nv, no, deficient in [(5, 3, False), (2, 5, False),
                          (4, 4, False), (5, 3, True)]:
    X = rng.normal(size=(nv, no)) + 1j * rng.normal(size=(nv, no))
    if deficient:
        X[:, 0] = X[:, 1]
    X *= 2.5 / np.linalg.norm(X, 2)
    exact = expm(generator(X))
    error = np.max(np.abs(exact - closed_exponential(X)))
    largest_error = max(largest_error, error)
    assert error < 1e-11
    sigma = np.linalg.svd(X, compute_uv=False)
    folded = np.arctan2(np.abs(np.sin(sigma)), np.abs(np.cos(sigma)))
    expected = np.sort(np.r_[folded, np.zeros(no - len(sigma))])
    start = np.eye(no + nv)[:, :no]
    measured = np.sort(subspace_angles(start, exact[:, :no]))
    assert np.allclose(measured, expected, atol=1e-7)
    difference = exact[:, :no] @ exact[:, :no].conj().T - start @ start.T
    spectrum = np.r_[np.sin(folded), -np.sin(folded),
                     np.zeros(no + nv - 2 * len(sigma))]
    assert np.allclose(np.linalg.eigvalsh(difference), np.sort(spectrum),
                       atol=1e-10)
    assert abs(np.linalg.det(exact[:no, :no]) - np.prod(np.cos(sigma))) < 1e-10

print(f"largest error of closed form, complex test blocks: {largest_error:.1e}")

# Small example that can be followed by hand
X_hand = np.array([[0.5, 0.2], [0.2, 0.5], [0.0, 0.0]])
R_hand = closed_exponential(X_hand)
assert np.allclose(R_hand, expm(generator(X_hand)), atol=1e-12)
s_hand = np.linalg.svd(X_hand, compute_uv=False)
print("hand example, rows of X (rad):", X_hand.tolist())
print(f"hand example, singular values (rad): {s_hand[0]:.4f} {s_hand[1]:.4f}")
print("hand example, cosines:", " ".join(f"{c:.6f}" for c in np.cos(s_hand)))
print("hand example, sines:", " ".join(f"{c:.6f}" for c in np.sin(s_hand)))
print("hand example, exp(kappa), occupied orbitals first:")
for row in R_hand:
    print("  " + " ".join(f"{round(x, 6) + 0.0:9.6f}" for x in row))

# One pair rotated beyond a right angle
sigma_long = 2.0
rotated = expm(generator(np.array([[sigma_long]])))[:, :1]
angle_long = subspace_angles(np.eye(2)[:, :1], rotated)[0]
assert abs(angle_long - (np.pi - sigma_long)) < 1e-10
print(f"folding: sigma = {sigma_long:.4f} rad, "
      f"principal angle = {angle_long:.4f} rad")

# Water, closed-shell Hartree-Fock, STO-3G
bond, bend = 0.96, 104.5
half = np.radians(bend / 2)
y, z = bond * np.sin(half), bond * np.cos(half)
bohr = physical_constants["Bohr radius"][0] / angstrom
atoms = [["O", (0.0, 0.0, 0.0)],
         ["H", (0.0, y / bohr, z / bohr)],
         ["H", (0.0, -y / bohr, z / bohr)]]
mol = gto.M(atom=atoms, basis="sto-3g", unit="Bohr", verbose=0)
S = mol.intor("int1e_ovlp")
h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
eri = mol.intor("int2e")
no = mol.nelectron // 2
nv = len(S) - no


def two_electron(P):
    return (2 * np.einsum("pqrs,rs->pq", eri, P)
            - np.einsum("prqs,rs->pq", eri, P))


def energy(P):
    return mol.energy_nuc() + 2 * np.sum(h * P) + np.sum(P * two_electron(P))


C = eigh(h, S)[1]                      # core-Hamiltonian guess
Co, Cv = C[:, :no], C[:, no:]
P_start = Co @ Co.T
J_ref, K_ref = scf.hf.dot_eri_dm(eri, 2 * P_start, hermi=1)
assert np.allclose(two_electron(P_start), J_ref - K_ref / 2, atol=1e-10)

P_scf = P_start
for iteration in range(300):
    C_scf = eigh(h + two_electron(P_scf), S)[1]
    P_new = C_scf[:, :no] @ C_scf[:, :no].T
    change = np.linalg.norm(P_new - P_scf)
    P_scf = P_new
    if change < 1e-11:
        break
F_scf = h + two_electron(P_scf)
assert np.linalg.norm(C_scf[:, no:].T @ F_scf @ C_scf[:, :no]) < 1e-8

# Generator that carries the guess into the SCF solution
target = C_scf[:, :no]
M = Co.T @ S @ target
N = Cv.T @ S @ target
U, tangent, Vh = np.linalg.svd(N @ np.linalg.inv(M), full_matrices=False)
sigma = np.arctan(tangent)
X = (U * sigma) @ Vh
kappa = generator(X)


def path_projector(t):
    occupied = (C @ expm(t * kappa))[:, :no]
    return occupied @ occupied.T


assert np.allclose(path_projector(1.0), P_scf, atol=1e-9)
root_S = np.real(sqrtm(S))
angles = np.sort(subspace_angles(root_S @ Co, root_S @ target))[::-1]
assert np.allclose(angles, np.r_[sigma, np.zeros(no - len(sigma))], atol=1e-7)

# Shifting one singular value by pi reaches the same occupied space
X_other = (U * (sigma - np.array([np.pi, 0.0]))) @ Vh
C_other = (C @ expm(generator(X_other)))[:, :no]
assert np.allclose(C_other @ C_other.T, P_scf, atol=1e-9)

# Paired orbitals each turn in their own plane
paired = (C @ expm(kappa))[:, :no] @ Vh.T
by_pairs = (Co @ Vh.T) * np.cos(sigma) + (Cv @ U) * np.sin(sigma)
assert np.allclose(paired, by_pairs, atol=1e-10)

moved = 2 * np.sum(N**2)
overlap = np.linalg.det(M)**2
assert abs(moved - 2 * np.sum(np.sin(sigma)**2)) < 1e-9
assert abs(overlap - np.prod(np.cos(sigma)**2)) < 1e-9


def slope_and_curvature(t):
    Ct = C @ closed_exponential(t * X)
    o, v = Ct[:, :no], Ct[:, no:]
    P = o @ o.T
    F = h + two_electron(P)
    dP = v @ X @ o.T + o @ X.T @ v.T
    slope = 4 * np.sum(X * (v.T @ F @ o))
    orbital_part = 4 * (np.trace(v.T @ F @ v @ X @ X.T)
                        - np.trace(o.T @ F @ o @ X.T @ X))
    response_part = 2 * np.sum(dP * two_electron(dP))
    return slope, orbital_part, response_part


print(f"water: O-H = {bond:.2f} angstrom, H-O-H = {bend:.1f} degrees, STO-3G")
print(f"water: occupied orbitals = {no}, virtual orbitals = {nv}")
print(f"SCF iterations used: {iteration + 1}")
for k in range(len(sigma)):
    print(f"pair {k + 1}: tan = {tangent[k]:.6f}, sigma = {sigma[k]:.6f} rad"
          f" = {np.degrees(sigma[k]):.3f} degrees")
    print(f"pair {k + 1}: cos = {np.cos(sigma[k]):.6f}, "
          f"sin = {np.sin(sigma[k]):.6f}")
print(f"electrons moved out of old occupied space: {moved:.6f}")
print(f"overlap of the two closed-shell determinants: {overlap:.6f}")
print(f"Frobenius norm of X: {np.linalg.norm(X):.6f} rad")
print(f"norm of X with first sigma shifted by -pi: "
      f"{np.linalg.norm(X_other):.6f} rad")
print("path: t, energy (hartree), slope (hartree), curvature (hartree)")
step = 0.01
for t in (0.0, 0.25, 0.5, 0.75, 1.0):
    em2, em1, e0, ep1, ep2 = [energy(path_projector(t + j * step))
                              for j in (-2, -1, 0, 1, 2)]
    slope_fd = (em2 - 8 * em1 + 8 * ep1 - ep2) / (12 * step)
    curve_fd = (-em2 + 16 * em1 - 30 * e0 + 16 * ep1 - ep2) / (12 * step**2)
    slope, orbital_part, response_part = slope_and_curvature(t)
    curvature = orbital_part + response_part
    assert abs(slope - slope_fd) < 1e-5
    assert abs(curvature - curve_fd) < 1e-4
    print(f"  {t:.2f}  {e0:.6f}  {round(slope, 6) + 0.0:.6f}  {curvature:.6f}")
assert abs(slope) < 1e-7
print(f"curvature at t = 1, orbital-energy part: {orbital_part:.6f} hartree")
print(f"curvature at t = 1, two-electron response part: "
      f"{response_part:.6f} hartree")
energy_drop = energy(P_start) - energy(P_scf)
print(f"energy lowering from guess to SCF: {energy_drop:.6f} hartree")

print("no test failed")
```

Running it gives:

```
largest error of closed form, complex test blocks: 1.3e-15
hand example, rows of X (rad): [[0.5, 0.2], [0.2, 0.5], [0.0, 0.0]]
hand example, singular values (rad): 0.7000 0.3000
hand example, cosines: 0.764842 0.955336
hand example, sines: 0.644218 0.295520
hand example, exp(kappa), occupied orbitals first:
   0.860089 -0.095247 -0.469869 -0.174349  0.000000
  -0.095247  0.860089 -0.174349 -0.469869  0.000000
   0.469869  0.174349  0.860089 -0.095247  0.000000
   0.174349  0.469869 -0.095247  0.860089  0.000000
   0.000000  0.000000  0.000000  0.000000  1.000000
folding: sigma = 2.0000 rad, principal angle = 1.1416 rad
water: O-H = 0.96 angstrom, H-O-H = 104.5 degrees, STO-3G
water: occupied orbitals = 5, virtual orbitals = 2
SCF iterations used: 30
pair 1: tan = 0.803264, sigma = 0.676728 rad = 38.774 degrees
pair 1: cos = 0.779626, sin = 0.626246
pair 2: tan = 0.648619, sigma = 0.575404 rad = 32.968 degrees
pair 2: cos = 0.838973, sin = 0.544174
electrons moved out of old occupied space: 1.376617
overlap of the two closed-shell determinants: 0.427827
Frobenius norm of X: 0.888285 rad
norm of X with first sigma shifted by -pi: 2.531135 rad
path: t, energy (hartree), slope (hartree), curvature (hartree)
  0.00  -73.233933  -2.468048  -0.699224
  0.25  -73.856965  -2.448338  0.922593
  0.50  -74.421488  -1.993378  2.700991
  0.75  -74.819083  -1.127881  4.121440
  1.00  -74.963319  0.000000  4.741938
curvature at t = 1, orbital-energy part: 4.413938 hartree
curvature at t = 1, two-electron response part: 0.328000 hartree
energy lowering from guess to SCF: 1.729386 hartree
no test failed
```
